# Unwrapping the Berry phase of a Rice-Mele chain during polarization reversal

A ferroelectric film is switched between two polar states, and the charge that flows through the external circuit measures the change of its polarization. A Berry-phase calculation on either end state gives the electronic polarization only modulo a quantum, because the centre of an electron distribution in a crystal may be assigned to any cell. The circuit records one definite charge. The missing integer must come from the path between the end states.

The model here is a chain of alternating cations A and anions B, with period $c$. In each cell A sits at $0$ and B at $uc$. One orbital per site and two electrons per cell make the chain half filled. Reversal takes $u$ to $1-u$, so that B leaves its near neighbour A on the left and approaches the A on the right. The macroscopic electric field is zero, electron interaction is left out, and the position operator is taken to be diagonal in the site orbitals.

## A molecule worked by hand

Let $u=0.38$ at the start, and keep only the short bond, with hopping $v=2.733$ eV. The chain is then a row of separate molecules. With site energies $+D$ on A and $-D$ on B, where $D=2.5$ eV, each has energies $\pm E$ with

$$E=\sqrt{D^2+v^2}=\sqrt{6.25+7.47}=3.704\ \text{eV}.$$

In the lower state the mean of the site energy is $D(p_A-p_B)=-D^2/E$. Since $p_A+p_B=1$, the weight on B is

$$p_B=\tfrac12(1+D/E)=0.837 .$$

The electron centre, in units of $c$, is $0\cdot p_A+0.38\,p_B=0.318$.

At the end of the reversal B sits at $0.62$ and is bonded to the A at $1$. The centre is $0.62\,p_B+1\cdot p_A=1-0.38\,p_B=0.682$. A phase calculation returns positions folded into $(-\tfrac12,\tfrac12]$, and so reports $0.682-1=-0.318$. Subtracting the two reports gives $-0.636$. Yet the electrons stayed mostly on B while B moved to the right, and the true shift is $0.682-0.318=+0.364$.

Now take another route between the same end states:

1. Reverse the site energies with the atoms fixed. The weight on B drops to $0.163$, and the centre moves from $0.318$ to $0.38\times0.163=0.062$.
2. Move B. The electrons are now mostly on the A at $0$, which exchanges its right partner for the B at $0.62-1=-0.38$. The centre goes to $-0.062$.
3. Restore the site energies. The centre goes to $-0.318$.

The total shift is $-0.636$. Both shifts are real, each for its own path, and they differ by one period. The end states alone cannot choose between them.

## The chain and its gap

With both bonds present, let $v$ and $w$ be the hoppings over the lengths $uc$ and $(1-u)c$. For dimensionless wave number $k$, the Bloch Hamiltonian with true positions is

$$H=\begin{pmatrix}D&f\\ f^*&-D\end{pmatrix},\qquad f=v\,e^{iku}+w\,e^{-ik(1-u)} .$$

Its energies are $\pm E$, with $E^2=D^2+|f|^2=D^2+v^2+w^2+2vw\cos k$. For positive hoppings the minimum is at $k=\pi$, so the gap is

$$E_g=2\sqrt{D^2+(v-w)^2}.$$

It closes only if $D=0$ and $v=w$ together. Reversal must pass through $v=w$, and it stays insulating if $D\neq0$ there.

## From a Wannier centre to a discrete phase

Let $\chi(k)$ be the normalized lower eigenvector, with components $\chi_s$ on sites at $\tau_s=0,u$. The Wannier function has amplitudes

$$W_{ns}=\int_0^{2\pi}\frac{dk}{2\pi}\,e^{ik(n+\tau_s)}\chi_s(k).$$

Multiplication by the position $n+\tau_s$ equals $-i\partial_k$ acting on the exponential. Integrate by parts. The boundary term vanishes if the whole integrand is periodic, which requires the twist $\chi_s(2\pi)=e^{-2\pi i\tau_s}\chi_s(0)$. Summing over cells then sets the two wave numbers equal, and

$$\frac{x_w}{c}=\int_0^{2\pi}\frac{dk}{2\pi}\,\langle\chi|i\partial_k\chi\rangle .$$

Replacing $\chi$ by $e^{-imk}\chi$, with $m$ an integer, is allowed and adds $m$. This is the ambiguity of the cell.

On a mesh with spacing $\delta=2\pi/N$, neighbouring vectors have the overlap $\langle\chi_j|\chi_{j+1}\rangle\approx\exp(-i\delta\langle\chi|i\partial_k\chi\rangle)$ up to its modulus. Hence

$$\frac{x_w}{c}=-\frac1{2\pi}\,\mathrm{Im}\ln\prod_{j=0}^{N-1}\langle\chi_j|\chi_{j+1}\rangle,\qquad \chi_N=\begin{pmatrix}1&0\\0&e^{-2\pi iu}\end{pmatrix}\chi_0 .$$

Each vector appears once as a bra and once as a ket, so the arbitrary phases from a numerical diagonalization cancel. Exchanging the ends of a link conjugates its overlap, so its phase, expanded about the link's midpoint, is odd in $\delta$. The first error per link is of order $\delta^3$, and $N$ links give an error of order $1/N^2$.

## Unwrapping, and how small a step must be

Let $y_m$ be the wrapped centres, in units of $c$, at successive points of the path. Start from $x_0=y_0$ and set

$$x_{m+1}=x_m+\Delta_m-\mathrm{round}(\Delta_m),\qquad \Delta_m=y_{m+1}-y_m .$$

The true step differs from $\Delta_m$ by an integer. If its magnitude is below $\tfrac12$, the rule selects it. If it is larger, that step is wrong by one or more whole periods, and nothing in the sequence need look irregular. A bound on the speed of the centre removes this risk.

Let $\lambda$ run from 0 to 1 along the path. Define $\tilde\chi_s=e^{ik\tau_s}\chi_s$, which is periodic in $k$. Differentiating $\chi_s=e^{-ik\tau_s}\tilde\chi_s$ gives

$$\frac{x_w}{c}=\frac{\phi}{2\pi}+u\,\bar p_B,\qquad \phi=\int_0^{2\pi}dk\,\langle\tilde\chi|i\partial_k\tilde\chi\rangle,$$

where $\bar p_B$ is the weight on B averaged over $k$. The derivative $d\phi/d\lambda$ is the integral over $k$ of the Berry curvature $\Omega$, since the remaining term is a total $k$-derivative of a periodic function.

For two levels write $\tilde H=\mathbf h\cdot\boldsymbol\sigma$, with $|\mathbf h|=E$, and the lower-state projector as $\mathcal P=\tfrac12(1+\mathbf n\cdot\boldsymbol\sigma)$, with $\mathbf n=-\mathbf h/E$. The curvature has magnitude $|\mathrm{Tr}\,\mathcal P[\partial_\lambda \mathcal P,\partial_k \mathcal P]|$. The commutator is $\tfrac i2(\partial_\lambda\mathbf n\times\partial_k\mathbf n)\cdot\boldsymbol\sigma$, so

$$|\Omega|=\tfrac12|\mathbf n\cdot(\partial_\lambda\mathbf n\times\partial_k\mathbf n)|\le\frac{|\partial_\lambda\mathbf h||\partial_k\mathbf h|}{2E^2}.$$

The last step uses $|\partial\mathbf n|\le|\partial\mathbf h|/E$. In this gauge the off-diagonal element is $v+we^{-ik}$, and $|\partial_k\mathbf h|=w$. Also $p_B=\tfrac12(1-n_z)$ changes no faster than $|\partial_\lambda\mathbf h|/(2E)$. Together, with angle brackets for the average over $k$,

$$\left|\frac{d(x_w/c)}{d\lambda}\right|\le B(\lambda)=\left\langle\frac{w|\partial_\lambda\mathbf h|}{2E^2}+|u'|+\frac{u|\partial_\lambda\mathbf h|}{2E}\right\rangle .$$

More than $2\max B$ equal steps in $\lambda$ suffice, provided the mesh error is small beside the remaining margin. The bound grows without limit as the path approaches the gapless point.

## A formula without branches

For $D>0$ the B component of the lower state never vanishes, so its phase can be fixed over the whole zone. Put $f=|f|e^{i\alpha}$ and $\cos\theta=D/E$. The lower state is

$$\chi=e^{-iku}\begin{pmatrix}-e^{i\alpha}\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix}.$$

The prefactor supplies the required twist. It contributes $u$ to $\langle\chi|i\partial_k\chi\rangle$, while the A component contributes $-\alpha'\sin^2(\theta/2)$. Now use $\alpha'=\mathrm{Im}(f^*f')/|f|^2$, $\sin^2(\theta/2)=(E-D)/(2E)$ and $|f|^2=(E-D)(E+D)$. The factor $E-D$ cancels:

$$\frac{x_w}{c}=u-\left\langle\frac{\mathrm{Im}(f^*f')}{2E(E+D)}\right\rangle .$$

Multiplying out the two terms of $f^*$ and $f'$ gives

$$\mathrm{Im}(f^*f')=uv^2-(1-u)w^2+(2u-1)vw\cos k .$$

The denominator stays positive even where $f=0$, so this centre is continuous along any path with $D>0$.

Inversion exchanges $v$ with $w$ and $u$ with $1-u$. The numerator changes sign and $x_w$ becomes $c-x_w$. The shift on a path with $D>0$ throughout is therefore $c-2x_w(0)$.

Two limits fix the meaning. For $w=0$ the average is $uv^2/[2E(E+D)]=u(E-D)/(2E)=u\,p_A$, and the centre is $u\,p_B$, as for the molecule. For $D$ much larger than the hoppings, $x_w\to uc$: the pair rides rigidly on the anion.

## The polarization

Give each core charge $+e$, so that the cell is neutral and the choice of origin drops out of the change. Hold A fixed, and let $A_c$ be the area per chain and $V=A_cc$. Then

$$\Delta P=\frac eV\left[\Delta(uc)-2\Delta x_w\right].$$

The factor 2 counts spin. One period of the centre corresponds to $2ec/V=2e/A_c$. In the rigid limit the bracket is $-\Delta(uc)$, the displacement of an ion of charge $-e$.

## A nitride-like chain

In a wurtzite nitride, cations and anions alternate along vertical lines with unequal spacings. Take $a=0.32$ nm, $c=0.50$ nm, and $u$ from 0.38 to 0.62 linearly in $\lambda$. A hexagonal cell holds two such lines, assumed to switch together, so $A_c=\sqrt3a^2/4=0.0443$ nm² and $V=0.02217$ nm³. Let $D=2.5$ eV and let the hopping be 1.5 eV at length $c/2$, with exponential decay length 0.10 nm. At the start $v=2.733$ eV and $w=0.823$ eV.

With 200 $k$ points and 45 steps, selected points of the direct path, at constant $D$, are as follows. Here $P$ is counted from the nonpolar state $u=\tfrac12$.

| $\lambda$ | gap (eV) | wrapped $x_w/c$ | unwrapped $x_w/c$ | $P$ (µC/cm²) |
|---|---|---|---|---|
| 0.000 | 6.29 | 0.3260 | 0.3260 | 82.4 |
| 0.222 | 5.40 | 0.3999 | 0.3999 | 48.2 |
| 0.444 | 5.02 | 0.4796 | 0.4796 | 9.9 |
| 0.556 | 5.02 | −0.4796 | 0.5204 | −9.9 |
| 0.778 | 5.40 | −0.3999 | 0.6001 | −48.2 |
| 1.000 | 6.29 | −0.3260 | 0.6740 | −82.4 |

The jump lies between $\lambda=0.489$ and $0.511$, where the wrapped value goes from $0.49593$ to $-0.49593$. The difference is $-0.99186$, its nearest integer is $-1$, and the unwrapped step is $+0.00814$. At midpath, inversion symmetry allows the centre only on a cation or at $c/2$, modulo $c$. With $D>0$ it lies on the anion, at $c/2$, so the jump falls there.

The starting centre, 0.326, is close to the molecule's 0.318. The largest mesh error along the path, measured against the branch-free formula, is $7.2\times10^{-6}c$, $1.8\times10^{-6}c$ and $4.5\times10^{-7}c$ for 50, 100 and 200 points. It falls fourfold at each doubling, as derived.

The shift is $0.3479\,c=0.1740$ nm, and the anion moves $0.24\times0.50=0.12$ nm. With $1\ e/\text{nm}^2=16.02$ µC/cm²,

$$\Delta P=\frac{0.12-2(0.1740)}{0.02217}\times16.02=86.7-251.4=-165\ \text{µC/cm}^2,$$

or $-1.65$ C/m². The remanent magnitude is half of this, 82 µC/cm². Dividing $\Delta P\,V$ by the anion displacement gives a mean effective charge of $-1.90\,e$. The rigid limit would give $-1\,e$. Here the weight on B at both ends is $\bar p_B=0.836$, so the core and the term $u\,\bar p_B$ together give $(1-2\bar p_B)\,e=-0.67\,e$. The remaining $-1.23\,e$ comes from the change of $\phi$, the transfer of electrons from the A on the left to the A on the right as the short bond changes sides.

For the detour, keep the same motion of $u$ but let the site energy follow $D\cos2\pi\lambda$. This is a demonstration within the model and not a switching route for a nitride. Its smallest gap is 1.78 eV. Sampling $B$ along each path shows that 2 steps suffice for the direct path and 17 for the detour. With 90 steps the detour gives $-0.6521\,c$, one period below the direct result. A single step gives $+0.3479\,c$, which is wrong for this path. The detour's polarization change is $+558$ µC/cm², and it differs from the direct value by the chain quantum $2e/A_c=723$ µC/cm². This moves a pair on every line; for the hexagonal cell with two lines, one spin-paired centre moved by a period gives half of it, 361 µC/cm². Subtracting the raw endpoint phases of the direct path also gives $+558$ µC/cm², which is wrong for that path.

The integer can be found without any phase. Solve the time-dependent Schrödinger equation for the filled band during a smooth sweep lasting $400\,\hbar/\text{eV}$, integrate the current $\langle\partial_k\tilde H\rangle/\hbar$, and add the change of $u\,\bar p_B$. With a fixed time step of $0.05\,\hbar/\text{eV}$ the shifts are $0.3485\,c$ for the direct path and $-0.6533\,c$ for the detour, within 0.2% of the unwrapped values. The remainder is a time-step error. On the direct path it is $0.0023\,c$ at a step of $0.10$ and $0.0006\,c$ at $0.05$, and an adaptive integration at the same sweep time gives $0.3479\,c$ and $-0.6521\,c$.

## What a real film changes

The geometry is roughly that of aluminium scandium nitride, whose remanent polarization is roughly 100 µC/cm² and whose switching field is a few MV/cm. The hoppings are round model values. The closeness of 82 to 100 is not evidence for the model, because the anion's six other valence electrons are missing from its motion. A nitrogen core also carries $+5e$ where the model has $+e$. Six more electrons riding rigidly with this core would add a net $-2e$ to the moving charge, balanced by $+2e$ on the fixed cation. That would add $-2\times86.7=-173$ µC/cm² to the switch and roughly double it. In a real crystal the bonds of these electrons also deform, so a quantitative value needs all occupied bands. The chain also omits the three bonds from each anion to cations on neighbouring lines. With the lattice used here they are 0.194 nm long at the start, against 0.190 nm for the short vertical bond, so the chain is not a full picture of the bonding. Strain and domain-wall motion are left out as well.

The assumption of zero macroscopic field requires screening by electrodes. Without it, the remanent polarization and a rough relative permittivity of 15 give a field $P/(\epsilon_0\epsilon_r)=62$ MV/cm. This estimate does not depend on the film's thickness and lies far above the switching field, where a linear response can no longer be assumed. It shows only that a uniformly polarized film cannot be treated as unscreened.

The applied field matters less. Let $F$ be the slope of the electron's potential energy, 0.4 eV/nm at 4 MV/cm. First-order mixing of the two bands shifts the centre by $2Fc^2\langle|M|^2/(2E)^3\rangle$ in magnitude, where $M$ is the matrix element of $\partial_kH$ between them. At the starting geometry, with atoms fixed, this adds 1.0 µC/cm². In a real film the atoms also respond: the relative permittivity of 15 used above gives a total linear response of about 5 µC/cm² at this field, still small beside the remanent value. Close to switching the response is no longer linear.

Tunnelling across the gap is estimated at midpath, where both hoppings equal $t=1.5$ eV. Continuing the gap to imaginary wave number $q$ gives a probability $e^{-S}$ per traversal of the zone, with

$$S=\frac{4}{Fc}\int_0^{q_0}\sqrt{D^2-4t^2\sinh^2(q/2)}\,dq,$$

where the root vanishes at $q_0$. The probability is about $10^{-26}$ at 4 MV/cm. The formula can be checked numerically at stronger fields, which serve only as a test; 40 MV/cm is far above what a real film sustains. There the formula gives $S=6.1$, and propagation over one traversal gives 5.9, a value disturbed by switching the field on and off suddenly. The avoided crossings of the two Wannier–Stark ladders need no switching, and at 37, 20 and 11 MV/cm they agree with the formula to 0.2% or better. The thermal factor $e^{-E_g/2k_BT}$ at 300 K is $10^{-42}$. These estimates concern a perfect chain; leakage through defects is outside the model.
